# Strained-layer peak separation, lattice mismatch and composition for cubic (001) films, part 1

(Sections cited here and not found follow in the second part.)

## 1. From lattice mismatch to peak separation

### Definitions and conventions

A thin cubic film lies on a thick cubic substrate. Both have (001) surfaces and parallel cube axes, with \(z\) along the surface normal. The lattice constants are

- \(a_s\): substrate, taken as unstrained;
- \(a_f\): the film material when free of stress;
- \(a_\parallel\) and \(a_\perp\): the film as grown, in the plane and along \(z\).

Two relative differences must be kept apart:

\[
f=\frac{a_f-a_s}{a_s},\qquad m=\frac{a_\perp-a_s}{a_s}.
\]

The relaxed mismatch \(f\) compares two free materials and carries the information on composition. The normal mismatch \(m\) is what a symmetric reflection measures. Both are positive for a film material larger than the substrate.

Strains are referred to the free film, with extension positive:

\[
\varepsilon_\parallel=\frac{a_\parallel-a_f}{a_f},\qquad
\varepsilon_\perp=\frac{a_\perp-a_f}{a_f}.
\]

The film stiffnesses are \(C_{11},C_{12},C_{44}\), and \(k=2C_{12}/C_{11}\). The Bragg angles \(\theta_s\) and \(\theta_f\) are half the scattering angles of the substrate and film peaks. The separation is \(\Delta\theta=\theta_f-\theta_s\); on a \(2\theta\) scale it is twice as large. Electromagnetic formulas are in Gaussian units, with electron charge magnitude \(e\) and electron mass \(m_e\).

The film is first assumed to be fully strained, or coherent: \(a_\parallel=a_s\). The substrate is so much thicker than the film that its own strain is neglected.

### The elastic factor

In linear elasticity the energy density of a cubic crystal referred to its cube axes is

\[
\begin{aligned}
U={}&\tfrac12C_{11}(\varepsilon_{xx}^2+\varepsilon_{yy}^2+\varepsilon_{zz}^2)\\
&+C_{12}(\varepsilon_{xx}\varepsilon_{yy}+\varepsilon_{yy}\varepsilon_{zz}+\varepsilon_{zz}\varepsilon_{xx})\\
&+2C_{44}(\varepsilon_{xy}^2+\varepsilon_{yz}^2+\varepsilon_{zx}^2).
\end{aligned}
\]

The substrate fixes the in-plane components: \(\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_\parallel\) and \(\varepsilon_{xy}=0\). The other three components are free, because nothing pulls on the upper surface, and they take the values that minimize \(U\). The shears \(\varepsilon_{yz}\) and \(\varepsilon_{zx}\) enter as squares with the positive coefficient \(2C_{44}\), so they vanish. For the normal strain,

\[
\frac{\partial U}{\partial\varepsilon_{zz}}
=C_{11}\varepsilon_\perp+2C_{12}\varepsilon_\parallel=0
\quad\Longrightarrow\quad
\varepsilon_\perp=-k\,\varepsilon_\parallel .
\]

The derivative is the normal stress, so this is also the condition of a stress-free surface. The factor 2 arises because two in-plane directions are strained.

Inserting the definitions of the strains and multiplying by \(a_f\) gives

\[
a_\perp-a_f=-k(a_\parallel-a_f).
\]

For a coherent film \(a_\parallel=a_s\), hence

\[
a_\perp=a_f+k(a_f-a_s).
\]

Subtracting \(a_s\) from both sides and dividing by \(a_s\) gives the central relation

\[
\boxed{m=\left(1+\frac{2C_{12}}{C_{11}}\right)f .}
\]

The term 1 is the mismatch the film would show if it were free. The term \(k\) is the extra normal expansion caused by in-plane compression; for a smaller film material both contributions change sign.

No power of \(f\) was dropped after the linear stress law was adopted. The reference length matters, however. If the in-plane strain were taken as \(-f\), which means dividing by \(a_s\), then \(a_\perp=a_f(1+kf)\) and

\[
m=(1+f)(1+kf)-1=(1+k)f+kf^2 .
\]

The two conventions differ by the fraction \(kf/(1+k)\) of \(m\), which is a measure of the ambiguity of linear elasticity at finite strain.

With Poisson's ratio for stress along a cube axis, \(\nu=C_{12}/(C_{11}+C_{12})\),

\[
\frac{1+\nu}{1-\nu}
=\frac{C_{11}+2C_{12}}{C_{11}}=1+k .
\]

If \(C_{12}=0\), the normal spacing does not respond to in-plane strain and \(m=f\). A stable cubic crystal has \(C_{11}>C_{12}\) and \(C_{11}+2C_{12}>0\), with \(C_{11}>0\). Therefore \(-1<k<2\), and the factor lies between 0 and 3. The upper limit, \(\nu=1/2\), is that of conserved volume.

### Why the surface orientation matters

The factor above belongs to (001). For a (111) film let \(\mathbf n=(1,1,1)/\sqrt3\) and \(g=\varepsilon_\perp-\varepsilon_\parallel\). The strain tensor is

\[
\varepsilon_{ij}=\varepsilon_\parallel\delta_{ij}+g\,n_in_j .
\]

Its diagonal components on the cube axes are \(\varepsilon_\parallel+g/3\), and its off-diagonal components are \(g/3\). With \(K=C_{11}+2C_{12}\), each diagonal stress is \(K(\varepsilon_\parallel+g/3)\) and each off-diagonal stress is \(2C_{44}g/3\). The force on the surface is parallel to \(\mathbf n\), with magnitude equal to one diagonal plus two off-diagonal stresses. Setting it to zero,

\[
K\left(\varepsilon_\parallel+\frac g3\right)+\frac{4C_{44}g}{3}=0
\quad\Longrightarrow\quad
g=-\frac{3K}{K+4C_{44}}\,\varepsilon_\parallel .
\]

The ratio of normal to relaxed mismatch is \(1-\varepsilon_\perp/\varepsilon_\parallel=-g/\varepsilon_\parallel\), so

\[
\left(\frac mf\right)_{111}=\frac{3K}{K+4C_{44}},
\qquad
\left(\frac mf\right)_{001}=\frac{K}{C_{11}} .
\]

They agree when \(2C_{44}=C_{11}-C_{12}\), the condition of elastic isotropy: then \(K+4C_{44}=3C_{11}\).

### Finite strain in a bond model

The size of the nonlinear correction can be found in a simple model of a diamond lattice. Let the energy be the sum over bonds of \((r^2/d^2-1)^2\), plus 0.3 times the sum over bond angles of \((\mathbf r_i\cdot\mathbf r_j/d^2+1/3)^2\), where \(d\) is the free bond length. The cube axes are stretched by factors \(s_1,s_2,s_3\), and \(u_i=s_i^2-1\). The bonds point along \((\pm1,\pm1,\pm1)/\sqrt3\), so every bond term contains \((u_1+u_2+u_3)/3\), and the angle terms contain \((u_1-u_2-u_3)/3\) and its permutations. Counting four bonds and twelve angles per primitive cell,

\[
\begin{aligned}
E=\tfrac49\big\{&(u_1+u_2+u_3)^2
+0.3\big[(u_1-u_2-u_3)^2\\
&+(u_2-u_1-u_3)^2+(u_3-u_1-u_2)^2\big]\big\}.
\end{aligned}
\]

The coefficient of \(u_3^2\) in the braces is \(1+3(0.3)=1.9\), and that of \(2u_1u_3\) is \(1-0.3=0.7\). At small strain \(u_i\approx2\varepsilon_{ii}\), hence \(k=2(0.7)/1.9=0.7368\). With \(u_1=u_2=u_\parallel\), minimization over \(u_3\) gives \(u_3=-ku_\parallel\).

Coherence requires \(s_1=s_2=1/(1+f)\), so \(u_\parallel=-2f+3f^2+\cdots\). Then

\[
s_3=\sqrt{1-ku_\parallel}
=1+kf-\tfrac32kf^2-\tfrac12k^2f^2+\cdots .
\]

Since \(1+m=s_3(1+f)\),

\[
m=(1+k)f-\tfrac12k(1+k)f^2+\cdots
=(1+k)f\left(1-\tfrac12kf+\cdots\right).
\]

In this model linear elasticity is correct as \(f\to0\), and its relative error is \(kf/2\) to leading order. The coefficient for a real crystal depends on its anharmonic elastic constants, which this model doesn't supply.

### Bragg's law and the separation

In a symmetric \((00l)\) reflection the scattering vector is normal to the surface, so the in-plane constant does not enter. With wavelength \(\lambda\),

\[
\sin\theta_s=\frac{l\lambda}{2a_s},\qquad
\sin\theta_f=\frac{l\lambda}{2a_\perp}.
\]

Their ratio eliminates \(l\lambda\):

\[
\boxed{m=\frac{\sin\theta_s}{\sin\theta_f}-1,\qquad
f=\frac{1}{1+k}\left(\frac{\sin\theta_s}{\sin\theta_f}-1\right).}
\]

This form needs no small-angle approximation. To see what the familiar linear form leaves out, write \(S=\sin\theta_s\), \(t=\tan\theta_s\) and \(\Delta\theta=c_1m+c_2m^2+\cdots\). The two expansions

\[
\begin{aligned}
\sin\theta_f&=\frac{S}{1+m}=S(1-m+m^2-\cdots),\\
\sin(\theta_s+\Delta\theta)&=S+\Delta\theta\cos\theta_s-\tfrac12S\,\Delta\theta^2+\cdots
\end{aligned}
\]

must agree in each power of \(m\). The first power gives \(c_1\cos\theta_s=-S\), hence \(c_1=-t\). The second gives \(c_2\cos\theta_s-\frac12St^2=S\), hence \(c_2=t+\frac12t^3\). Therefore

\[
\Delta\theta=-mt+m^2\left(t+\tfrac12t^3\right)+\cdots,
\]

with \(\Delta\theta\) in radians. The leading term is \(-(1+k)f\tan\theta_s\). A film material larger than the substrate gives a peak at lower angle. The quadratic term is positive, so the linear form overstates the distance when \(m>0\) and understates it when \(m<0\).

### Refraction

The X-ray frequency \(\omega\) is taken to be high enough for the electrons to respond as free. From \(m_e\ddot{\mathbf r}=-e\mathbf E\), the displacement is \(\mathbf r=e\mathbf E/(m_e\omega^2)\). With electron density \(n_e\), the polarization is \(-n_ee\mathbf r\), and the dielectric constant is

\[
\epsilon=1-\frac{4\pi n_ee^2}{m_e\omega^2}.
\]

Since the correction is small, the refractive index is \(n=\sqrt\epsilon\approx1-\eta\), where

\[
\eta=\frac{2\pi n_ee^2}{m_e\omega^2}
=\frac{n_e\lambda^2}{2\pi}\frac{e^2}{m_ec^2}.
\]

Inside the crystal the wavelength is \(\lambda/n\), so Bragg's law reads \(n\sin\theta_{\rm in}=\sin\theta_B\), where \(\theta_B\) is the angle without refraction. Snell's law for angles measured from the surface is \(\cos\theta_{\rm out}=n\cos\theta_{\rm in}\). Hence

\[
\sin^2\theta_{\rm out}=1-n^2+n^2\sin^2\theta_{\rm in}
\approx\sin^2\theta_B+2\eta .
\]

The derivative of \(\sin^2\theta\) is \(\sin2\theta\), so each peak rises by approximately \(2\eta/\sin2\theta_B\). The separation changes by the difference of the two rises. This approximation fails near grazing incidence and near \(\theta_B=90^\circ\), where \(\sin2\theta_B\) is small.

### Interference with the substrate

A finite film has a broad peak, which the tail of the substrate peak can displace. In the (004) reflection the scattering planes are \(a/4\) apart. Let the film have \(N\) planes of amplitude \(b_f\), and let \(\varphi\) be the phase advance per film plane minus \(2\pi\). Up to a common phase, and for \(N\gg1\), the film amplitude near its maximum is

\[
F\approx b_fN e^{iN\varphi/2}\left(1-\frac{N^2\varphi^2}{24}\right).
\]

At the film peak the substrate planes, of amplitude \(b_s\), have a phase advance \(2\pi/(1+m)\), which differs from \(2\pi\) by about \(-2\pi m\). Summing downwards with weak absorption gives a geometric series whose leading value is \(ib_s/(2\pi m)\) for \(|m|\ll1\). Keeping the film intensity and its cross term with the substrate,

\[
|F+F_s|^2\approx
b_f^2N^2\left(1-\frac{N^2\varphi^2}{12}\right)
+\frac{b_fb_sN^2}{2\pi m}\varphi+\text{constant}.
\]

Its maximum lies at

\[
\varphi=\frac{3b_s}{\pi m\,b_fN^2},\qquad
\delta\theta_f=\frac{\varphi}{2\pi}\tan\theta_f .
\]

The angle formula follows because \(\varphi/2\pi\) is the fractional change of \(\sin\theta_f\). For this regular interface, with single scattering and \(2\pi N|m|\gg1\), the film peak moves towards the substrate peak by an amount proportional to \(1/N^2\).

## 2. From peak separation to composition

### Results carried over

The constants \(a_s\), \(a_f\), \(a_\parallel\) and \(a_\perp\) belong to the substrate, the free film, and the strained film in its plane and along its normal. The relaxed mismatch is \(f=(a_f-a_s)/a_s\), and the normal mismatch is \(m=(a_\perp-a_s)/a_s\). With film stiffnesses \(C_{11},C_{12}\) and \(k=2C_{12}/C_{11}\), the first half gives

\[
a_\perp-a_f=-k(a_\parallel-a_f),\qquad
m=\frac{\sin\theta_s}{\sin\theta_f}-1,
\]

and \(m=(1+k)f\) for a coherent film. The first relation holds for any in-plane constant, within linear elasticity; the second holds for a symmetric reflection.

### Composition of a coherent film

Diffraction gives a lattice constant. Composition needs a separate law \(a_f(x)\). Suppose that the substrate is the end member \(x=0\), and that the free lattice constant is linear in \(x\), as Vegard's law states. If \(a_1\) is the lattice constant at \(x=1\),

\[
f=\delta x,\qquad \delta=\frac{a_1-a_s}{a_s}.
\]

Let the stiffnesses also be linear. Subscript 0 denotes the value at \(x=0\), and \(\Delta\) the value at \(x=1\) minus that at \(x=0\). With \(K=C_{11}+2C_{12}\), multiplying \(m=(K/C_{11})f\) by \(C_{11}\) gives

\[
m(C_{11,0}+x\,\Delta C_{11})
=\delta x(K_0+x\,\Delta K).
\]

Collecting powers of \(x\),

\[
Ax^2+Bx-C=0,
\]

\[
A=\delta\,\Delta K,\quad
B=\delta K_0-m\,\Delta C_{11},\quad
C=m\,C_{11,0}.
\]

For \(B>0\), the root that tends to zero with \(m\) is \((-B+\sqrt{B^2+4AC})/(2A)\). Multiplying numerator and denominator by \(B+\sqrt{B^2+4AC}\) removes the subtraction of nearly equal numbers:

\[
\boxed{x=\frac{2C}{B+\sqrt{B^2+4AC}} .}
\]

This form also works for \(A=0\). It gives the film's composition as long as \(|m|\) increases with \(x\) up to that composition, as it does for the GeSn inputs below. At the film's composition the slope \(2Ax+B\) equals \(C_{11}\,dm/dx\), and the boxed form selects the root with positive slope. If the alloy contracts with \(x\), so that \(\delta<0\) and \(m\) falls with \(x\), reverse the signs of \(A\), \(B\) and \(C\) before using it, whatever the sign of \(B\). A result outside \(0\le x\le1\), or a negative square-root argument, means that the data and the assumptions are inconsistent. To first order,

\[
x\approx\frac{m}{(1+k_0)\delta}.
\]

### Partial relaxation

Dislocations can let the film approach its free in-plane size. Define the relaxation \(R\) by

\[
a_\parallel=a_s+R(a_f-a_s),
\]

with \(R=0\) for a coherent film and \(R=1\) for a free one. Then \(a_\parallel-a_f=-(1-R)(a_f-a_s)\). Inserting this in the elastic relation, subtracting \(a_s\) and dividing by \(a_s\),

\[
m=[1+k(1-R)]f .
\]

One symmetric reflection gives one number, \(m\), and cannot determine both \(R\) and \(f\). The (224) reflection adds the in-plane constant. For a tetragonal film \(1/d^2=(h^2+k_{\rm M}^2)/a_\parallel^2+l^2/a_\perp^2\), where \(k_{\rm M}\) is the second Miller index, and Bragg's law becomes

\[
\left(\frac{2\sin\theta_{224}}{\lambda}\right)^2
=\frac{8}{a_\parallel^2}+\frac{16}{a_\perp^2}.
\]

With \(a_\perp\) from (004), this gives \(a_\parallel\). Solving the elastic relation for the free constant,

\[
a_f=\frac{a_\perp+k a_\parallel}{1+k}.
\]

The relaxation has dropped out, but \(k\) still depends on \(x\). Define \(p=(a_\parallel-a_s)/a_s\). The same relation is then \(C_{11}m+2C_{12}p=Kf\). With the linear laws it leads to the quadratic above, with the replacements

\[
B\to B-2p\,\Delta C_{12},\qquad
C\to C+2p\,C_{12,0}.
\]

The normal mismatch from a symmetric reflection now gives the composition of a coherent film, and a second, asymmetric reflection extends the method to partial relaxation. What remains is to apply the formulas to a GeSn film on Ge, test them, estimate the neglected effects and ask whether full strain is stable.
